# The Cabrera–Mott Rate for Field-Driven Oxidation and Its Limits

## Result

A planar oxide film of thickness \(X\) grows on a metal. A constant potential drop \(V\) across the film pulls cations of charge \(q=ze\) from the metal towards the outer face. If the entry of cations into the oxide controls the growth, then

\[
\frac{dX}{dt}=v_0\,e^{X_1/X},\qquad v_0=N\Omega\nu\,e^{-W/kT},\qquad X_1=\frac{qaV}{kT}. \tag{1}
\]

The symbols are:

- \(N\): metal atoms per unit area that are ready to jump;
- \(\Omega\): oxide volume per cation;
- \(\nu\): attempt frequency of such an atom;
- \(W\): injection barrier at zero field;
- \(a\): distance from the well to the saddle, half of the full jump length \(2a\).

The length \(X_1\) depends on the charge, the half jump and the temperature, and also on the voltage: it has a definite value only once \(V\) is given. Equation (1) is an approximation for

\[
X_c\ll X\ll X_1,\qquad X_c=X_1\sqrt{\frac{2kT}{\pi^2W}}, \tag{2}
\]

where this \(X_c\) belongs to a cosine barrier. Below the window the barrier no longer falls linearly with the field. The upper limit holds when the barrier for return to the metal equals the barrier inside the oxide: above it, a growing share of the injected ions returns. For unequal barriers the condition given with (13) takes its place.

## Model and field

The coordinate \(x\) points from the metal to the outer face, and \(E>0\) drives cations along \(+x\). Electrons are assumed to cross the film fast enough to hold \(V\) constant while ions move. If the electron supply falls behind, \(V\) changes with \(X\) and (1) does not apply.

With negligible charge inside the film, Gauss's law gives \(dE/dx=0\). The field is uniform, and \(V=\int_0^X E\,dx=EX\), so

\[
E=\frac{V}{X}. \tag{3}
\]

The charge per area on each face has magnitude \(\varepsilon V/X\), with \(\varepsilon\) the permittivity of the oxide. The force on an ion is taken as \(F=qE\), with the macroscopic field and the charge \(q\). Local-field corrections and image forces are left out; a constant local-field factor would multiply \(X_1\).

## Rate of one jump

Let an atom of mass \(m\) move classically in a potential \(U(x)\) with a well at \(x_w\) and a saddle at \(x_s\). Assume thermal equilibrium in the well and no recrossing of the saddle. The probability density at the saddle is \(e^{-U(x_s)/kT}/Z\), with \(Z=\int_{\rm well}e^{-U/kT}dx\). The outward flux is this density times the mean of the positive velocities,

\[
\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .
\]

Near the well \(U\approx U(x_w)+\tfrac12\kappa_w(x-x_w)^2\), so that \(Z\approx e^{-U(x_w)/kT}\sqrt{2\pi kT/\kappa_w}\). The jump rate becomes

\[
k_{\rm jump}=\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{\kappa_w}{2\pi kT}}\;e^{-\Delta U/kT}
=\nu\,e^{-\Delta U/kT},\qquad \nu=\frac1{2\pi}\sqrt{\frac{\kappa_w}{m}}, \tag{4}
\]

with \(\Delta U=U(x_s)-U(x_w)\). The temperature cancels from the prefactor in this harmonic approximation.

## Barrier in the field

The field replaces \(U(x)\) by \(U(x)-Fx\). Both the well and the saddle shift. With \(\delta x\) the displacement from the old well, the energy there is

\[
U(x_w)+\tfrac12\kappa_w\delta x^2-F(x_w+\delta x).
\]

It is stationary at \(\delta x=F/\kappa_w\), where its value is \(U(x_w)-Fx_w-F^2/2\kappa_w\). At the saddle the curvature is \(-\kappa_s\), with \(\kappa_s>0\), and the energy is

\[
U(x_s)-\tfrac12\kappa_s\delta x^2-F(x_s+\delta x).
\]

It is stationary at \(\delta x=-F/\kappa_s\), with value \(U(x_s)-Fx_s+F^2/2\kappa_s\). Subtracting, with \(x_s-x_w=a\) and \(U(x_s)-U(x_w)=W\),

\[
\Delta U=W-qaE+\frac{(qE)^2}{2}\left(\frac1{\kappa_w}+\frac1{\kappa_s}\right)+O(E^3). \tag{5}
\]

The linear term holds for any smooth barrier with nonzero curvature at well and saddle. It contains the well-to-saddle distance \(a\), which is half the jump when the saddle lies midway between wells, because the rate is set by the work done up to the saddle; the work done beyond it comes too late to help the crossing.

The quadratic term raises the barrier: the well and the saddle move towards each other, so the field acts over a shorter distance. For the cosine barrier

\[
U(x)=\frac W2\left(1-\cos\frac{\pi x}{a}\right),\qquad
\kappa_w=\kappa_s=\frac{\pi^2W}{2a^2},
\]

the quadratic term is

\[
\frac{(qE)^2}{2}\cdot\frac{4a^2}{\pi^2W}=\frac{2(qaE)^2}{\pi^2W}. \tag{6}
\]

Dividing (5) by \(kT\) and setting \(E=V/X\) gives the field factor of the rate,

\[
\exp\left[\frac{X_1}{X}-\left(\frac{X_c}{X}\right)^2\right],\qquad
X_c=qaV\sqrt{\frac{2}{\pi^2WkT}}. \tag{7}
\]

Since \(qaV=X_1kT\), this \(X_c\) is the one in (2). The plain law needs \((X_c/X)^2\ll1\). It is not enough that (6) be small beside \(W\): it must be small beside \(kT\), because it stands in an exponent.

The cosine barrier can also be treated without expansion. Stationarity requires \(\sin(\pi x/a)=s\), with \(s=2qaE/(\pi W)\). For \(0\le s\le1\) the well lies at \(x_-=(a/\pi)\arcsin s\) and the saddle at \(a-x_-\). The cosines there are \(\pm\sqrt{1-s^2}\), hence

\[
\Delta U=W\sqrt{1-s^2}-qE(a-2x_-)
=W\left[\sqrt{1-s^2}+s\arcsin s-\frac{\pi s}{2}\right], \tag{8}
\]

where \(qEa=\pi Ws/2\) was used. For small \(s\) the bracket is \(1-\pi s/2+s^2/2+\dots\), and \(Ws^2/2\) reproduces (6). At \(s=1\) the barrier vanishes, which happens at \(qaE=\pi W/2\), whereas the linear formula would put it at \(qaE=W\). Activated injection has no meaning beyond that field.

## From jumps to growth

The \(N\) atoms per unit area jump at the rate (4), so the injected flux is \(N\nu e^{-\Delta U/kT}\). Every cation that stays in the film and is oxidized adds a volume \(\Omega\), and a volume per area is a thickness. With oxygen in sufficient supply, and with the linear part of (5),

\[
\frac{dX}{dt}=\Omega N\nu\exp\left[-\frac{W-qaV/X}{kT}\right]
=N\Omega\nu\,e^{-W/kT}\,e^{qaV/(kTX)},
\]

which is (1). At fixed \(X\) and \(V\), with \(N\), \(\Omega\) and \(\nu\) independent of temperature,

\[
-\frac{\partial\ln(dX/dt)}{\partial(1/kT)}=W-\frac{qaV}{X}. \tag{9}
\]

The activation energy measured at fixed thickness therefore rises as the film grows. Heating lowers \(X_1\), but it raises \(v_0\) by more as long as the barrier (9) is positive, so the rate at given \(X\) increases.

## Ions that return to the metal

Equation (1) counts every injected ion as a gain. To see when this is right, let the ion hop between planes \(2a\) apart. Plane \(0\) is the metal, planes \(1\) to \(L-1\) are in the oxide, and plane \(L=X/2a\) is the outer face, where the ion reacts and stays. Inside the oxide the zero-field barrier is \(W_b\), with its saddle midway between planes. The outward and inward hop rates are

\[
f=\nu e^{-(W_b-qaE)/kT},\qquad r=\nu e^{-(W_b+qaE)/kT},\qquad
\rho=\frac rf=e^{-2X_1/X}. \tag{10}
\]

**Equal barriers.** Suppose first that the barrier from plane 1 back into the metal is also \(W_b\). Let \(h_j\) be the probability that an ion on plane \(j\) reaches the outer face before the metal. Its next hop gives \((f+r)h_j=fh_{j+1}+rh_{j-1}\), or

\[
h_{j+1}-h_j=\rho\,(h_j-h_{j-1}).
\]

The increments form a geometric series. With \(h_0=0\) and \(h_L=1\),

\[
h_j=\frac{1-\rho^j}{1-\rho^L},\qquad
\rho^L=\exp\left(-\frac{2X_1}{X}\frac{X}{2a}\right)=e^{-qV/kT}. \tag{11}
\]

A freshly injected ion stays with probability \(h_1\). Multiplying (1) by \(h_1\), and using \(e^u(1-e^{-2u})=2\sinh u\),

\[
\frac{dX}{dt}=\frac{2v_0\sinh(X_1/X)}{1-e^{-qV/kT}}. \tag{12}
\]

For \(qV\gg kT\) the denominator is 1. For \(X\ll X_1\) the hyperbolic sine returns the plain law, with a relative error \(e^{-2X_1/X}\). In the opposite limit \(X\gg X_1\), still with \(qV\gg kT\), it gives \(dX/dt=2v_0X_1/X\), so that \(X^2\) grows linearly in time with slope \(4v_0X_1\). This parabolic limit belongs to the model as it stands; it needs constant \(V\) and negligible space charge in thick films, where both assumptions become harder to meet.

**Unequal barriers.** Let the barrier back into the metal be \(W_r\), and \(\delta=(W_r-W_b)/kT\). The hop back from plane 1 then has rate \(r_0=re^{-\delta}\). Take \(qV\gg kT\), so that \(\rho^L\to0\). By (11), an ion on plane 2 escapes without revisiting plane 1 with probability \(1-\rho\), and revisits it with probability \(\rho\). If \(S\) is the probability that an ion on plane 1 finally stays,

\[
S=\frac{f}{f+r_0}\left[(1-\rho)+\rho S\right].
\]

Multiplying by \(f+r_0\), collecting \(S\) and dividing by \(f\),

\[
S=\frac{1-\rho}{1-\rho+\rho e^{-\delta}}. \tag{13}
\]

Injection controls the growth when \(\rho e^{-\delta}\ll1-\rho\). In the strong-field regime \(\rho\ll1\) this reads \(2qaE-(W_b-W_r)\gg kT\): the barrier inside the oxide may exceed the return barrier, but not by as much as \(2qaE\).

If it exceeds it by much more, so that \(\rho\ll1\ll\rho e^{-\delta}\), then \(S\approx e^{\delta}/\rho=e^{\delta+2X_1/X}\), and

\[
\frac{dX}{dt}\approx v_0e^{\delta}\,e^{3X_1/X}. \tag{14}
\]

The form in \(1/X\) survives, but the slope is tripled. The critical saddle is now the second one, at distance \(3a\) from the metal well. A measured slope of \(\ln(dX/dt)\) against \(1/X\) therefore gives \(a\) only if \(z\), \(V\) and \(T\) are known, and also which saddle controls the rate. Curvature of the barrier lowers the slope as well: when the first saddle controls, (7) gives \(X_1-2X_c^2/X\) for the cosine barrier instead of \(X_1\).

## Space charge

Return to equal barriers, and let \(n_j\) be the ions per area on plane \(j\). A stationary flux requires \(fn_j-rn_{j+1}\) to be the same for all \(j\), with \(n_L=0\). At the metal, the injected flux \(N\nu e^{-(W-qaE)/kT}\) takes the place of \(fn_0\). This defines

\[
n_0=N\,\frac{e^{-(W-qaE)/kT}}{e^{-(W_b-qaE)/kT}}=N\,e^{-(W-W_b)/kT}. \tag{15}
\]

The solution is

\[
n_j=n_0\,\frac{1-\rho^{L-j}}{1-\rho^L}\le n_0,
\]

as substitution shows: the constant part contributes \((f-r)\) times a constant, and the part in \(\rho^{-j}\) drops out because \(f\rho^{-j}=r\rho^{-j-1}\). With the linear part of (5) the field cancels from \(n_0\), since it speeds up injection and removal alike. The curvature term (6) scales as \(1/W\) and does not cancel when \(W\ne W_b\): for cosine barriers with the values of the worked example it raises \(n_0\) by a factor 1.30 at 1 nm and 1.02 at 4 nm.

By Gauss's law the field differs between the two faces by the ionic charge per area divided by \(\varepsilon\). Relative to \(V/X\), this difference is at most

\[
\eta=\frac{q\,n_0\,(X/2a-1)}{\varepsilon V/X}. \tag{16}
\]

The exponent \(X_1/X\) is proportional to the field, so uniformity requires \(\eta X_1/X\ll1\) as well as \(\eta\ll1\). The population is small if \(W-W_b\gg kT\), that is, if placing an ion in the oxide costs much energy. If \(W=W_b\), then \(n_0=N\): with \(N\) near a full atomic layer, the film would fill with ions, and the dilute, uniform-field model would fail.

## Thickness as a function of time

Separating variables in (1) gives \(v_0\,dt=e^{-X_1/X}dX\). With \(E_1(y)=\int_y^\infty e^{-s}ds/s\), an antiderivative is

\[
G(X)=X\,e^{-X_1/X}-X_1E_1(X_1/X). \tag{17}
\]

To check it, note that \(dE_1/dy=-e^{-y}/y\) and \(dy/dX=-X_1/X^2\) for \(y=X_1/X\), so \(dE_1/dX=e^{-y}/X\). Then

\[
G'(X)=e^{-y}+\frac{X_1}{X}e^{-y}-\frac{X_1}{X}e^{-y}=e^{-y}.
\]

Growth from \(X_0\) to \(X\) takes

\[
t=\frac{G(X)-G(X_0)}{v_0}. \tag{18}
\]

Start from an \(X_0\) inside the window (2); \(G(0)=0\) is finite, but the rate law does not hold there.

For \(y\gg1\), \(E_1(y)=(e^{-y}/y)(1-1/y+2/y^2-\dots)\). The leading terms of (17) cancel, leaving

\[
G(X)=\frac{X^2}{X_1}e^{-X_1/X}\left(1-\frac{2X}{X_1}+\dots\right). \tag{19}
\]

In code, (17) can be used directly with an accurate routine for \(E_1\): in double precision the cancellation costs only a few digits. The two terms shown in (19) are much less accurate, with an error of 19% at \(y=5\) and 0.06% at \(y=100\); they serve to show the form of the law. When \(G(X_0)\) is negligible, the leading term gives \(X_1/X\approx-\ln(v_0X_1t/X^2)\). This is the inverse logarithmic law: for \(X\ll X_1\), \(1/X\) falls nearly linearly with \(\ln t\). Differentiating the leading term, with the change of \(X^2\) included, gives

\[
\frac{d(X_1/X)}{d\ln t}\approx-\frac{1}{1+2X/X_1}.
\]

The slope reaches \(-1\) only when \(2X/X_1\ll1\). In thicker films the plot is flatter, and taking \(X_1\) as the inverse of the slope of \(1/X\) overestimates it.

Growth never stops in (1). A limiting thickness exists only relative to a chosen smallest rate \(v_L>v_0\), and is \(X_L=X_1/\ln(v_L/v_0)\).

## Worked example

The parameters are round model values: \(z=2\), \(a=0.125\) nm, \(V=1\) V, \(T=300\) K, \(W=1.1\) eV, \(W_b=0.7\) eV, \(\nu=10^{13}\) s\(^{-1}\), \(N=10\) nm\(^{-2}\), \(\Omega=0.02\) nm\(^3\), and relative permittivity 10. With \(kT=0.025852\) eV,

\[
X_1=\frac{2(0.125)(1)}{0.025852}\ \text{nm}=9.67\ \text{nm}=9.67\times10^{-9}\ \text{m},
\]
\[
v_0=(10)(0.02)(10^{13})\,e^{-1.1/0.025852}\ \text{nm/s}=6.64\times10^{-7}\ \text{nm/s}.
\]

The curvature length is \(X_c=0.667\) nm. In the table, \(C\) is the jump rate from quadrature over the tilted cosine potential, relative to its zero-field value, divided by \(e^{X_1/X}\).

| \(X\) (nm) | \(W-qaV/X\) (eV) | plain rate (nm/s) | \(C\) |
|---|---|---|---|
| 1 | 0.850 | \(1.05\times10^{-2}\) | 0.637 |
| 2 | 0.975 | \(8.35\times10^{-5}\) | 0.893 |
| 3 | 1.017 | \(1.67\times10^{-5}\) | 0.951 |
| 4 | 1.038 | \(7.44\times10^{-6}\) | 0.972 |

From 1 to 4 nm the plain rate falls by a factor of about 1400, although the barrier rises by less than 0.19 eV.

At 1 nm the plain law overstates the gain in rate due to the field by the factor \(1/0.637=1.57\) for this barrier. Equation (7) predicts \(C=0.641\) there, and the tests confirm it within 1% at all four thicknesses. Most of the small remainder comes from the softer well: its curvature carries the factor \(\sqrt{1-s^2}\), so its frequency carries \((1-s^2)^{1/4}\). With \(s=2(0.25)/(1.1\pi)=0.145\) this is 0.995. The harmonic prefactor itself is good to 0.6% at zero field.

Return is weak throughout for equal barriers: the returning fraction is \(6.3\times10^{-5}\) at 2 nm and 0.8% at 4 nm. If the return barrier at 2 nm lies 0.2 eV below the bulk barrier, the fraction staying drops to 0.874. With equal barriers and \(V=0.05\) V it is 0.392: most injected ions return, and the denominator in (12) changes the result by only about 2%. Solutions of the stationary hopping equations agree with (11) and (13) in these cases. The ionic charge is at most \(4.1\times10^{-4}\) of the electrode charge in the four films with linear barriers (\(4.2\times10^{-4}\) with cosine barriers), so the uniform field is consistent. In thick films the ratio grows nearly as \(X^2\) and reaches 0.27 at 100 nm, which bounds the range of the parabolic limit of (12) for these parameters.

Constant \(V\) is assumed here, not derived, and in a real oxide it can fail well below \(X_1\). Take a WKB estimate of direct tunnelling plus thermal emission over a barrier that rises from \(\phi\) at the metal to \(\phi+eV\) at the outer face, with every outer state accepting. For \(\phi\) from 1 to 3 eV and an effective mass from 0.4 to 1 electron mass, this supply falls below the electron flux that the ion current needs at a thickness between 1.9 and 4.7 nm. The entries at 3 and 4 nm, and the times and limiting thickness below, hold for a real film only if tunnelling or another conduction path keeps up. The field at 1 nm, 10 MV/cm, is of the order of the breakdown field of bulk oxides.

Equation (18) gives \(3.62\times10^3\) s for growth from 1 to 2 nm and \(3.66\times10^4\) s from 1 to 3 nm. The leading term of (19) alone, with \(G(X_0)\) neglected, would give \((4/9.67)/(8.35\times10^{-5})\approx4950\) s for the first time, 37% too long, because \(X_1/X=4.8\) is not large enough for it. These times use the plain law, although the start at 1 nm lies at the lower edge of the window (2), where \((X_c/X)^2=0.45\) is not small. Since \(C\) lies between 0.637 and 0.893 from 1 to 2 nm, the cosine barrier, at the same zero-field rate, lengthens the first time by a factor between 1.12 and 1.57.

For a smallest rate \(v_L=10^{-5}\) nm/s, \(X_L=9.67/\ln(15.1)=3.6\) nm, between the table entries that bracket this rate. The remaining values are in the numerical output.

## Calculated quantities

```
charge number z = 2; half jump a = 0.125 nm; V = 1.0 V
T = 300.0 K; kT = 0.025852 eV
W = 1.1 eV; bulk barrier W_b = 0.7 eV
nu = 1.0e+13 1/s; N = 10.0 1/nm^2; Omega = 0.02 nm^3
relative permittivity = 10.0
X1 = 9.6704 nm = 9.6704e-09 m
curvature length Xc = 0.6674 nm
v0 = 6.6350e-07 nm/s = 6.6350e-16 m/s
zero-field rate / harmonic Arrhenius rate = 0.99400
X = 1.0 nm: field = 1.0000 V/nm, X1/X = 9.6704
  lowered barrier W - qaV/X = 0.8500 eV
  growth rate v0 exp(X1/X) = 1.0511e-02 nm/s
  quadrature rate / plain law = 0.6365
  exp(-(Xc/X)^2) = 0.6406
  fraction of injected ions returning = 3.984e-09
  ionic charge / electrode charge = 2.070e-05
X = 2.0 nm: field = 0.5000 V/nm, X1/X = 4.8352
  lowered barrier W - qaV/X = 0.9750 eV
  growth rate v0 exp(X1/X) = 8.3512e-05 nm/s
  quadrature rate / plain law = 0.8934
  exp(-(Xc/X)^2) = 0.8946
  fraction of injected ions returning = 6.312e-05
  ionic charge / electrode charge = 9.661e-05
X = 3.0 nm: field = 0.3333 V/nm, X1/X = 3.2235
  lowered barrier W - qaV/X = 1.0167 eV
  growth rate v0 exp(X1/X) = 1.6664e-05 nm/s
  quadrature rate / plain law = 0.9511
  exp(-(Xc/X)^2) = 0.9517
  fraction of injected ions returning = 1.585e-03
  ionic charge / electrode charge = 2.277e-04
X = 4.0 nm: field = 0.2500 V/nm, X1/X = 2.4176
  lowered barrier W - qaV/X = 1.0375 eV
  growth rate v0 exp(X1/X) = 7.4438e-06 nm/s
  quadrature rate / plain law = 0.9722
  exp(-(Xc/X)^2) = 0.9725
  fraction of injected ions returning = 7.945e-03
  ionic charge / electrode charge = 4.138e-04
X = 2 nm, W_r - W_b = +0.1 eV: fraction staying = 1.00000
X = 2 nm, W_r - W_b = +0.0 eV: fraction staying = 0.99994
X = 2 nm, W_r - W_b = -0.2 eV: fraction staying = 0.87369
V = 0.05 V, X = 2 nm: fraction staying = 0.39157
time from 1 to 2 nm = 3.6247e+03 s
time from 1 to 3 nm = 3.6625e+04 s
```
